# One-photon exchange in Feynman and Coulomb gauge, with Gaunt and Breit limits, part 1

(Sections cited here and not found follow in the second part.)

## I. The potentials at finite frequency

### The form fixed by symmetry and dimension

Let two Dirac electrons exchange one photon, and let $\mathbf r=\mathbf r_1-\mathbf r_2$, $r=|\mathbf r|$, $\mathbf n=\mathbf r/r$. Each electron couples to the field once, through its charge (the unit matrix) or through its current (the matrix vector $\boldsymbol\alpha$). The interaction is therefore bilinear in $(1,\boldsymbol\alpha_1)$ and $(1,\boldsymbol\alpha_2)$. Translations allow dependence on $\mathbf r$ alone, and rotations require scalars. Under inversion both $\boldsymbol\alpha$ and $\mathbf n$ change sign, which excludes $(\boldsymbol\alpha_1\times\boldsymbol\alpha_2)\cdot\mathbf n$. In a gauge where scalar and vector potentials do not propagate into one another, terms with one unit matrix and one $\boldsymbol\alpha$ are absent too.

The strength is the squared charge, which is 1 in Hartree atomic units. The electron mass enters neither the propagation of the photon nor its coupling to charge and current. If the exchanged energy is $\omega$, the one wave number available is therefore $k=|\omega|/c$. An energy must then have the form

$$V=\frac1r\left[F_0(kr)+F_1(kr)\,\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2+F_2(kr)\,(\boldsymbol\alpha_1\cdot\mathbf n)(\boldsymbol\alpha_2\cdot\mathbf n)\right].\tag{1}$$

What remains is to find three dimensionless functions. They depend on the gauge.

### Assumptions and theorem

The electrons have charge $-1$. Their orbitals are positive-energy eigenstates of one Hamiltonian

$$h=c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2+U(\mathbf r),\tag{2}$$

where $U$ is local, that is, a multiplication by a function. Electron 1 goes from $a$ to $c$ and electron 2 from $b$ to $d$. (As an orbital label $c$ stands inside brackets or as an index; elsewhere it is the speed of light.) Energy is conserved:

$$\omega=\varepsilon_a-\varepsilon_c=\varepsilon_d-\varepsilon_b .\tag{3}$$

Such a matrix element is called on shell. The notation is $\langle cd|V|ab\rangle=\int\!\!\int\phi_c^\dagger(1)\phi_d^\dagger(2)\,V\,\phi_a(1)\phi_b(2)$, and $\nabla$ differentiates a function of $\mathbf r$ with respect to $\mathbf r$, without acting on orbitals.

**Theorem.** To lowest order in the exchange of a photon:

(i) In Coulomb gauge the interaction is

$$V_C=\frac1r-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2\frac{e^{ikr}}r-(\boldsymbol\alpha_1\cdot\nabla)(\boldsymbol\alpha_2\cdot\nabla)\,g_k(r),\qquad g_k(r)=\frac{e^{ikr}-1}{k^2r}.\tag{4}$$

(ii) Its on-shell matrix elements equal those of the Feynman-gauge potential

$$V_F=(1-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2)\frac{e^{ikr}}r.\tag{5}$$

(iii) At $k=0$, the parts beyond $1/r$ are the Gaunt operator in Feynman gauge and the Breit operator in Coulomb gauge:

$$G=-\frac{\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2}r,\qquad B=-\frac{\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2+(\boldsymbol\alpha_1\cdot\mathbf n)(\boldsymbol\alpha_2\cdot\mathbf n)}{2r}.\tag{6}$$

The modulus in $k=|\omega|/c$ matters: reversing the direction of the energy transfer does not turn the outgoing wave into an incoming one. Parts (i) and (ii) are proved in this half, part (iii) in the second.

### Lemma 1: the photon amplitude

Fields are measured in Gaussian-type units, with $\mathbf E=-\nabla\varphi-\dot{\mathbf A}/c$, $\mathbf B=\nabla\times\mathbf A$ and energy $(8\pi)^{-1}\int(E^2+B^2)$. For charge $-1$, the momentum in $h$ becomes $\mathbf p+\mathbf A/c$ and the potential energy gains $-\varphi$. The coupling is therefore

$$h'=\boldsymbol\alpha\cdot\mathbf A-\varphi .\tag{7}$$

It is linear in $\mathbf A$, because the Dirac Hamiltonian is linear in momentum.

In Coulomb gauge $\nabla\cdot\mathbf A=0$, and $\varphi$ obeys $\nabla^2\varphi=-4\pi\rho$ at each instant. Its field energy is $(8\pi)^{-1}\int|\nabla\varphi|^2=\tfrac12\int\rho\varphi$, by partial integration. For two unit charges of equal sign this is $1/r$ plus self-energies, which do not belong to the interaction. The cross term with the transverse electric field integrates to zero, since $\int\nabla\varphi\cdot\dot{\mathbf A}=-\int\varphi\,\nabla\cdot\dot{\mathbf A}=0$.

The transverse field in a box of volume $\mathcal V$ is

$$\mathbf A(\mathbf r)=\sum_{\mathbf q\lambda}N_q\left[\mathbf e_\lambda a_{\mathbf q\lambda}e^{i\mathbf q\cdot\mathbf r}+\mathbf e_\lambda^*a^\dagger_{\mathbf q\lambda}e^{-i\mathbf q\cdot\mathbf r}\right],\quad \mathbf e_\lambda\cdot\mathbf q=0,\quad\Omega=cq,\tag{8}$$

with $[a,a^\dagger]=1$. The lemma states that

$$N_q^2=\frac{2\pi c^2}{\Omega\mathcal V}.\tag{9}$$

*Proof.* Freely evolving operators obey $a\propto e^{-i\Omega t}$. The coefficient of $a$ in $\mathbf E$ is therefore $(i\Omega/c)N_q\mathbf e_\lambda e^{i\mathbf q\cdot\mathbf r}$, and in $\mathbf B$ it is $iN_q\,\mathbf q\times\mathbf e_\lambda e^{i\mathbf q\cdot\mathbf r}$. After integration over the box, each of $E^2$ and $B^2$ contributes $\mathcal Vq^2N_q^2(aa^\dagger+a^\dagger a)$, as $\Omega/c=q$. Products $a_{\mathbf q}a_{-\mathbf q}$ also survive the integration. They carry $(i\Omega/c)^2=-q^2$ in $E^2$ and $(i\mathbf q\times\mathbf e)\cdot(-i\mathbf q\times\mathbf e')=+q^2\,\mathbf e\cdot\mathbf e'$ in $B^2$, so they cancel. The field energy per mode is

$$\frac{2\mathcal Vq^2N_q^2}{8\pi}(aa^\dagger+a^\dagger a).$$

An operator $a$ that evolves with frequency $\Omega$ requires the oscillator energy $\tfrac12\Omega(aa^\dagger+a^\dagger a)$. Equating coefficients gives $N_q^2=2\pi\Omega/(\mathcal Vq^2)$, which is (9). $\square$

### Lemma 2: the two orders of emission

The transverse exchange has the momentum-space form

$$V_T=-\int\!\frac{d^3q}{(2\pi)^3}\,e^{i\mathbf q\cdot\mathbf r}\,\frac{4\pi}{q^2-k^2-i0}\,\alpha_{1i}\alpha_{2j}\left(\delta_{ij}-\frac{q_iq_j}{q^2}\right),\tag{10}$$

with summation over repeated indices.

*Proof.* Second-order perturbation theory gives

$$\langle cd|V_T|ab\rangle=\sum_I\frac{\langle f|H'|I\rangle\langle I|H'|i\rangle}{E_i-E_I+i0},\qquad H'=\boldsymbol\alpha_1\cdot\mathbf A(\mathbf r_1)+\boldsymbol\alpha_2\cdot\mathbf A(\mathbf r_2).$$

The terms that transfer a photon contain one action of $H'$ on each electron. If electron 1 emits, the intermediate state holds orbitals $c$, $b$ and a photon, so

$$E_i-E_I=\varepsilon_a+\varepsilon_b-\varepsilon_c-\varepsilon_b-\Omega=\omega-\Omega.$$

If electron 2 emits, the state holds $a$, $d$ and a photon. Then (3) gives

$$E_i-E_I=\varepsilon_b-\varepsilon_d-\Omega=-\omega-\Omega.$$

The position factor is $e^{-i\mathbf q\cdot\mathbf r}$ in the first case and $e^{i\mathbf q\cdot\mathbf r}$ in the second. Replacing $\mathbf q$ by $-\mathbf q$ in the first sum makes them equal. The two polarization vectors and $\mathbf q/q$ form a complete basis, hence $\sum_\lambda e_{\lambda i}e^*_{\lambda j}=\delta_{ij}-q_iq_j/q^2$, which is symmetric and even in $\mathbf q$. Both orders thus have the same numerator. Their denominators add to

$$\frac1{\omega-\Omega}+\frac1{-\omega-\Omega}=\frac{-2\Omega}{(\omega-\Omega)(-\omega-\Omega)}=-\frac{2\Omega}{\Omega^2-\omega^2}.\tag{11}$$

The term $+i0$ in each denominator means $\Omega\to\Omega-i0$, and so $\Omega^2\to\Omega^2-i0$. Multiplication by $\mathcal VN_q^2=2\pi c^2/\Omega$ yields

$$-\frac{4\pi c^2}{c^2q^2-\omega^2-i0}=-\frac{4\pi}{q^2-k^2-i0}.$$

For a large box, $\mathcal V^{-1}\sum_{\mathbf q}\to\int d^3q/(2\pi)^3$, and (10) follows. $\square$

Each electron changes its orbital once, so no sum over intermediate electron states arises here. The operator is defined for labelled electrons. For identical electrons the antisymmetrized matrix element is direct minus exchange.

### Lemma 3: the Fourier integrals

For $k\ge0$,

$$\int\!\frac{d^3q}{(2\pi)^3}\frac{4\pi e^{i\mathbf q\cdot\mathbf r}}{q^2-k^2-i0}=\frac{e^{ikr}}r,\qquad
\int\!\frac{d^3q}{(2\pi)^3}\frac{4\pi e^{i\mathbf q\cdot\mathbf r}}{q^2(q^2-k^2-i0)}=g_k(r),\tag{12}$$

where the second formula is for $k>0$.

*Proof.* The angular integral of $e^{i\mathbf q\cdot\mathbf r}$ is $4\pi\sin(qr)/(qr)$. The first integral becomes

$$\frac2{\pi r}\int_0^\infty\!\frac{q\sin qr}{q^2-k^2-i0}\,dq=\frac1{\pi r}\int_{-\infty}^{\infty}\!\frac{q\sin qr}{q^2-k^2-i0}\,dq=\frac1{i\pi r}\int_{-\infty}^{\infty}\!\frac{q\,e^{iqr}}{q^2-k^2-i0}\,dq.$$

The first step uses the evenness of the integrand. In the second, the two exponentials of the sine contribute equally, as $q\to-q$ shows. The poles lie at $q=\pm(k+i0)$. For $r>0$ the contour closes in the upper half-plane around $q=k+i0$, where the residue is $ke^{ikr}/(2k)=e^{ikr}/2$. The integral is $2\pi i\,e^{ikr}/2$, and division by $i\pi r$ gives $e^{ikr}/r$. The value at $k=0$ is the limit $1/r$. The second formula follows from

$$\frac1{q^2(q^2-k^2)}=\frac1{k^2}\left[\frac1{q^2-k^2}-\frac1{q^2}\right].\tag{13}$$

$\square$

### Proof of (i)

Since $q_iq_je^{i\mathbf q\cdot\mathbf r}=-\partial_i\partial_je^{i\mathbf q\cdot\mathbf r}$, the term $+q_iq_j/q^2$ in (10) gives $-\alpha_{1i}\alpha_{2j}\partial_i\partial_jg_k$. The term in $\delta_{ij}$ gives $-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2e^{ikr}/r$. Adding the instantaneous $1/r$ produces (4). No contact term is hidden at $r=0$: the numerator of $g_k$ vanishes there, so $g_k=i/k-r/2+\dots$, and its second derivatives grow no faster than $1/r$. $\square$

For use with orbitals, (4) is best written in the form (1). Let $x=kr$ and

$$C(x)=\frac{1-e^{ix}+ix\,e^{ix}}{x^2}.\tag{14}$$

Differentiation gives $g_k'=C$. The numerator of $C$ has the derivative $-k^2re^{ikr}$ with respect to $r$, hence $g_k''=-e^{ix}/r-2C/r$. For any radial function,

$$\partial_i\partial_jg=\frac{g'}r(\delta_{ij}-n_in_j)+g''n_in_j.\tag{15}$$

Therefore

$$V_T=-\frac1r\left\{\left[e^{ix}+C\right]\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2-\left[e^{ix}+3C\right](\boldsymbol\alpha_1\cdot\mathbf n)(\boldsymbol\alpha_2\cdot\mathbf n)\right\}.\tag{16}$$

### Lemma 4: current conservation for a pair

Let $f(r)$ have a bounded gradient and second derivatives that grow at most as $1/r$ at $r=0$. Between bound orbitals that are regular enough for $h$ to be Hermitian,

$$\langle cd|(\boldsymbol\alpha_1\cdot\nabla)(\boldsymbol\alpha_2\cdot\nabla)f|ab\rangle=\frac{(\varepsilon_c-\varepsilon_a)(\varepsilon_d-\varepsilon_b)}{c^2}\langle cd|f|ab\rangle.\tag{17}$$

*Proof.* In (2), $\beta c^2$ and the local $U$ commute with $f$. With $\mathbf p=-i\nabla$ only the kinetic term contributes, so $[h_1,f]=-ic\,\boldsymbol\alpha_1\cdot\nabla_1f$, and similarly for electron 2. Because $\nabla_1=\nabla$ and $\nabla_2=-\nabla$ on functions of $\mathbf r$,

$$[h_2,f]=ic\,\boldsymbol\alpha_2\cdot\nabla f,\qquad[h_1,[h_2,f]]=(-ic)(ic)(\boldsymbol\alpha_1\cdot\nabla)(\boldsymbol\alpha_2\cdot\nabla)f=c^2(\boldsymbol\alpha_1\cdot\nabla)(\boldsymbol\alpha_2\cdot\nabla)f.$$

(The matrices of electron 1 commute with those of electron 2.) Between eigenstates, the commutator with $h_1$ gives the factor $\varepsilon_c-\varepsilon_a$, and that with $h_2$ gives $\varepsilon_d-\varepsilon_b$. $\square$

### Proof of (ii)

On shell the product of energy differences is $(-\omega)(\omega)=-\omega^2$. Lemma 4 with $f=g_k$ gives

$$-\langle(\boldsymbol\alpha_1\cdot\nabla)(\boldsymbol\alpha_2\cdot\nabla)g_k\rangle=k^2\langle g_k\rangle=\left\langle\frac{e^{ikr}-1}r\right\rangle.\tag{18}$$

Inserted in (4), the $-1/r$ removes the instantaneous Coulomb term and leaves $e^{ikr}/r$. The result is (5). At $k=0$, $f=-r/2$ takes the place of $g_k$, and the right side of (17) vanishes. $\square$

It remains to identify (5) with Feynman gauge. In that gauge all four potential components obey the same wave equation. Consider the case in which electron 2 emits. For its transition at frequency $ck$, the field equations are

$$(\nabla^2+k^2)\varphi=-4\pi\rho,\qquad(\nabla^2+k^2)\mathbf A=-4\pi\mathbf j/c.$$

The source of electron 2 is represented by a charge factor $-1$ and a current factor $-c\,\boldsymbol\alpha_2$. The outgoing solutions have the kernels $\varphi=-e^{ikr}/r$ and $\mathbf A=-\boldsymbol\alpha_2e^{ikr}/r$. Insertion in (7) for electron 1 gives $-\varphi+\boldsymbol\alpha_1\cdot\mathbf A=(1-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2)e^{ikr}/r$. Equation (11) is even in $\omega$, so the other direction of transfer has the same kernel.

For orbitals of one Dirac Hamiltonian with a local potential, this part has derived the Coulomb-gauge interaction (4) and shown that its on-shell matrix elements equal those of the Feynman-gauge potential (5). It remains to prove part (iii), the zero-frequency limits of Gaunt and Breit, and to examine what these operators leave out, with a numerical example.
